# Debugging a numerical check: The equivalent conductivity of an evacuated spherical pore

```python
"""
Result under test: an evacuated spherical pore (radius a, gray diffuse opaque
wall of emissivity e, mean temperature T) in a uniform small temperature
gradient acts on its surroundings as a solid sphere of conductivity
    k_p = 4 e sigma T^3 a.
For a wall-temperature harmonic of order l >= 1 the equivalent is k_p / l.
Symbols: k_s solid conductivity, phi porosity, h = 4 e sigma T^3,
beta = (k_s-k_p)/(2 k_s+k_p), P_l Legendre polynomials of cos(theta).
The radiation exchange is built by tracing rays, not from a view-factor formula.
"""
import numpy as np
from numpy.polynomial.legendre import leggauss, legvander
from numpy.polynomial.laguerre import laggauss
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import solve_banded

sigma = const.Stefan_Boltzmann
kB = const.Boltzmann

# Example inputs: rough typical values for a porous refractory
T0 = 1400.0          # K
radius = 0.5e-3      # m
emis = 0.8
k_solid = 1.5        # W/(m K)
phi = 0.10
gradient = 1.0e4     # K/m

# ---------- ray-traced exchange between wall points (unit sphere) ----------
n_wall = 10
mu, w_mu = leggauss(n_wall)
orders = np.arange(n_wall, dtype=float)
P = legvander(mu, n_wall - 1)
project = ((2 * orders + 1) / 2)[:, None] * (P * w_mu[:, None]).T


def wall_rays(z, n_u=40, n_az=48):
    """Wall point at height z, inward directions, cosine-law weights."""
    x, w = leggauss(n_u)
    u, w = (x + 1) / 2, w / 2
    az = 2 * np.pi * (np.arange(n_az) + 0.3) / n_az
    s = np.sqrt(1 - z * z)
    normal = np.array([s, 0.0, z])
    e1, e2 = np.array([z, 0.0, -s]), np.array([0.0, 1.0, 0.0])
    side = np.cos(az)[:, None] * e1 + np.sin(az)[:, None] * e2
    d = (-u[:, None, None] * normal
         + np.sqrt(1 - u**2)[:, None, None] * side[None, :, :])
    weights = np.repeat((2 * u * w / n_az)[:, None], n_az, axis=1)
    return normal, d.reshape(-1, 3), weights.ravel()


def next_hit(p, d):
    """Second intersection of the ray p + s d with the unit sphere."""
    return p - 2 * np.sum(p * d, axis=-1)[:, None] * d


rows = []
for z in mu:
    p, d, w = wall_rays(z)
    rows.append(w @ legvander(next_hit(p[None, :], d)[:, 2], n_wall - 1))
irradiate = np.array(rows) @ project      # wall radiosity -> irradiation


def exchange(e):
    """Matrix from emitted flux e sigma T^4 to net flux into the pore."""
    one = np.eye(n_wall)
    return (one - irradiate) @ np.linalg.inv(one - (1 - e) * irradiate)


# Net flux per wall temperature difference, harmonic by harmonic
for e in (0.2, 0.8, 1.0):
    h_e = 4 * e * sigma * T0**3
    for l in range(7):
        net = exchange(e) @ (h_e * P[:, l])
        expected = h_e * P[:, l] if l > 0 else 0 * mu
        assert np.allclose(net, expected, atol=1e-9 * h_e)


# ---------- solid sphere and shell by finite volumes ----------
def outer_response(l, k_core, k_shell, a, b, n=2000):
    """b * flux / temperature at r=b for harmonic l; equals l * k if uniform."""
    faces = np.linspace(0, a, n + 1)
    k = np.full(n, k_core)
    if b > a:
        faces = np.concatenate([faces, np.linspace(a, b, n + 1)[1:]])
        k = np.concatenate([k, np.full(n, k_shell)])
    c = (faces[1:] + faces[:-1]) / 2
    f = faces[1:-1]
    link = f**2 / ((f - c[:-1]) / k[:-1] + (c[1:] - f) / k[1:])
    edge = b**2 * k[-1] / (b - c[-1])
    diag = l * (l + 1) * k * np.diff(faces)
    diag[:-1] += link
    diag[1:] += link
    diag[-1] += edge
    band = np.zeros((3, len(c)))
    band[0, 1:], band[1], band[2, :-1] = -link, diag, -link
    rhs = np.zeros(len(c))
    rhs[-1] = edge
    temp = solve_banded((1, 1), band, rhs)
    return edge * (1 - temp[-1]) / b


for l in (1, 2, 3):
    k_equiv = 4 * emis * sigma * T0**3 * radius / l
    flux = outer_response(l, k_equiv, k_equiv, radius, radius) / radius
    assert abs(flux / (4 * emis * sigma * T0**3) - 1) < 1e-4


# ---------- true pore: full T^4 radiation coupled to a conducting shell -----
def pore_cell(a, e, ks, G, porosity):
    """Returns cell conductivity, apparent pore conductivity, wall amplitude."""
    X = porosity ** (-1 / 3)
    l = orders
    g = np.zeros(n_wall)
    g[1] = G * a * X
    D = X**l - X ** (-(l + 1))
    slope = ks / a * (l - (2 * l + 1) * X**l / D)
    source = ks / a * (2 * l + 1) * g / D
    R = exchange(e)
    t = np.zeros(n_wall)
    for _ in range(12):
        T = T0 + P @ t
        q = project @ (R @ (e * sigma * T**4))
        jac = project @ R @ np.diag(4 * e * sigma * T**3) @ P - np.diag(slope)
        t = t - np.linalg.solve(jac, q - slope * t - source)
    q = project @ (R @ (e * sigma * (T0 + P @ t) ** 4))
    assert np.max(np.abs(q - slope * t - source)) < 1e-7 * np.max(np.abs(source))
    B = (t * X**l - g) / D
    A = t - B
    return ks / a * (A[1] - 2 * B[1] / X**3) / G, a * q[1] / t[1], t[1]


def cell_formula(ks, kp, porosity):
    b = (ks - kp) / (2 * ks + kp)
    return ks * (1 - 2 * porosity * b) / (1 + porosity * b)


for a, e, por in ((radius, emis, phi), (3e-3, 0.3, 0.3), (8e-3, 1.0, 0.2)):
    kp = 4 * e * sigma * T0**3 * a
    k_cell, k_app, _ = pore_cell(a, e, k_solid, 100.0, por)
    k_fv = outer_response(1, kp, k_solid, a, a * por ** (-1 / 3))
    assert abs(k_app / kp - 1) < 1e-5
    assert abs(k_cell / k_fv - 1) < 1e-5
    assert abs(k_cell / cell_formula(k_solid, kp, por) - 1) < 1e-5

h = 4 * emis * sigma * T0**3
k_pore = h * radius
beta = (k_solid - k_pore) / (2 * k_solid + k_pore)
a_invisible = k_solid / h
assert abs(pore_cell(a_invisible, emis, k_solid, 100.0, phi)[0] / k_solid - 1) < 1e-5
k_cell_ex, k_app_ex, swing = pore_cell(radius, emis, k_solid, gradient, phi)
b_cell = radius * phi ** (-1 / 3)
fv_coarse = outer_response(1, k_pore, k_solid, radius, b_cell, 1000)
fv_fine = outer_response(1, k_pore, k_solid, radius, b_cell, 2000)

# ---------- finite temperature difference, cosine wall temperature ----------
ratio = 0.1
q_big = project @ (exchange(emis) @ (emis * sigma * (T0 * (1 + ratio * mu)) ** 4))
finite_factor = q_big[1] / (h * ratio * T0)
assert abs(finite_factor - (1 + 0.6 * ratio**2)) < 1e-9


# ---------- flux inside the pore, in units of h a g ----------
def inner_flux(rho, z, n_c=80, n_az=160):
    c, w = leggauss(n_c)
    az = 2 * np.pi * (np.arange(n_az) + 0.3) / n_az
    c, az = c[:, None], az[None, :]
    along = rho * np.sqrt(1 - c**2) * np.cos(az) + z * c
    s = along + np.sqrt(along**2 + 1 - rho**2 - z**2)
    wall_z = z - s * c
    return -np.sum(w[:, None] * (2 * np.pi / n_az) * c * wall_z) / np.pi


def section_mean(z):
    x, w = leggauss(30)
    area = (x + 1) / 2
    vals = [inner_flux(np.sqrt(t * (1 - z * z)), z) for t in area]
    return np.dot(w / 2, vals)


centre_flux = inner_flux(0.0, 0.0)
mean_mid, mean_half = section_mean(0.0), section_mean(0.5)
assert abs(centre_flux - 4 / 3) < 1e-9
# near the rim the integrand has a kink, which limits the quadrature
assert abs(mean_mid - 1) < 1e-3 and abs(mean_half - 1) < 1e-3


# ---------- specular instead of diffuse reflection ----------
def specular_factor(e, z=0.6):
    p, d, w = wall_rays(z)
    p = np.repeat(p[None, :], len(d), axis=0)
    incident, strength = 0.0, e
    for _ in range(30):
        p = next_hit(p, d)
        incident += strength * np.dot(w, p[:, 2])
        d = d - 2 * np.sum(d * p, axis=1)[:, None] * p
        strength *= 1 - e
    return 1 - incident / z


def specular_series(e):
    m = np.arange(2, 400, 2)
    return 1 + np.sum(e * (1 - e) ** (m - 1.0) / (m**2 - 1.0))


for e in (0.6, 0.8):
    assert abs(specular_factor(e) - specular_series(e)) < 1e-7

# ---------- wavelength-dependent emissivity (two bands) ----------
e_short, e_long, lam_cut = 0.7, 0.9, 4.0e-6
c2 = const.h * const.c / kB


def band_power(T, lo, hi):
    """Hemispherical black-body power between two wavelengths."""
    def f(y):
        lam = np.exp(y)
        return (2 * np.pi * const.h * const.c**2 / lam**4
                / np.expm1(c2 / (lam * T)))
    return quad(f, np.log(lo), np.log(hi), epsabs=0, epsrel=1e-11, limit=200)[0]


def wall_power(T):
    return (e_short * band_power(T, 0.25e-6, lam_cut)
            + e_long * band_power(T, lam_cut, 5e-3))


e_difference = (wall_power(T0 + 1) - wall_power(T0 - 1)) / 2 / (4 * sigma * T0**3)
x_cut = c2 / (lam_cut * T0)


def weight(x):
    return 15 / (4 * np.pi**4) * x**4 * np.exp(-x) / np.expm1(-x) ** 2


share_short = quad(weight, x_cut, 60)[0]
e_mean = e_short * share_short + e_long * (1 - share_short)
assert abs(e_difference - e_mean) < 1e-5

# ---------- residual gas, free-molecular, nitrogen ----------
p_torr = 0.01
p_gas = p_torr * const.torr
m_gas = 28.0 * const.atomic_mass
d_gas = 0.37e-9      # rough molecular diameter, m
v_th = np.sqrt(2 * kB * T0 / m_gas)
number_flux = p_gas / np.sqrt(2 * np.pi * m_gas * kB * T0)
one_way = quad(lambda y: y * np.exp(-y * y), 0, 12)[0] / np.sqrt(np.pi)
assert abs(p_gas / (kB * T0) * v_th * one_way / number_flux - 1) < 1e-8
energy = (quad(lambda y: y**5 * np.exp(-y * y), 0, 12)[0]
          / quad(lambda y: y**3 * np.exp(-y * y), 0, 12)[0])
assert abs(energy - 2) < 1e-8     # translational energy per crossing, in kB T
k_gas = radius * number_flux * 4 * kB
free_path = kB * T0 / (np.sqrt(2) * np.pi * d_gas**2 * p_gas)

# ---------- radiation diffusing through a partly transparent solid ----------
n_index, absorb_len = 1.6, 20e-6   # rough
k_inside = 16 * n_index**2 * sigma * T0**3 * absorb_len / 3
tau, w_tau = laggauss(20)
local_T = T0 - gradient * absorb_len * mu[:, None] * tau[None, :]
intensity = (n_index**2 * sigma * local_T**4 / np.pi) @ w_tau
flux_down = -2 * np.pi * np.dot(w_mu, mu * intensity)
assert abs(flux_down / (k_inside * gradient) - 1) < 1e-5

# ---------- quadrupole field of one neighbouring pore ----------
spacing = (4 * np.pi / (3 * phi)) ** (1 / 3)      # in pore radii
dist = np.sqrt(spacing**2 + 1 + 2 * spacing * mu)
neighbour = project @ (beta * (spacing + mu) / dist**3)
quadrupole = 3 * beta / spacing**4
assert abs(neighbour[2] / quadrupole - 1) < 1e-5

# ---------- wavelength against pore size; micrometre pore ----------
lam_peak = const.physical_constants["Wien wavelength displacement law constant"][0] / T0
a_small = 1e-6
k_small = h * a_small
k_empty = cell_formula(k_solid, 0.0, phi)

print(f"Temperature: {T0:.0f} K")
print(f"Pore radius: {radius*1e3:.2f} mm")
print(f"Wall emissivity: {emis:.2f}")
print(f"Solid conductivity: {k_solid:.2f} W/(m K)")
print(f"Porosity: {phi:.2f}")
print(f"Mean gradient: {gradient/100:.0f} K/cm")
print(f"h = 4 e sigma T^3: {h:.1f} W/(m^2 K)")
print(f"Pore conductivity k_p, formula: {k_pore:.4f} W/(m K)")
print(f"Pore conductivity, ray-traced T^4 solve: {k_app_ex:.4f} W/(m K)")
print(f"Relative difference at this gradient: {k_app_ex/k_pore-1:.1e}")
print(f"Equivalent for l=2 harmonic: {k_pore/2:.4f} W/(m K)")
print(f"beta: {beta:.4f}")
print(f"Cell conductivity, true pore: {k_cell_ex:.4f} W/(m K)")
print(f"Cell conductivity, solid core (mesh): {fv_fine:.4f} W/(m K)")
print(f"Mesh-doubling shift: {abs(fv_fine-fv_coarse):.1e} W/(m K)")
print(f"Cell conductivity, formula: {cell_formula(k_solid, k_pore, phi):.4f} W/(m K)")
print(f"Cell conductivity without radiation: {k_empty:.4f} W/(m K)")
print(f"Radius of thermally invisible pore: {a_invisible*1e3:.2f} mm")
print(f"Wall temperature amplitude: {swing:.2f} K")
print(f"Dipole flux factor at amplitude 0.1 T: {finite_factor:.5f}")
print(f"Flux at pore centre / (h a g): {centre_flux:.4f}")
print(f"Mean flux, section z=0 / (h a g): {mean_mid:.4f}")
print(f"Mean flux, section z=a/2 / (h a g): {mean_half:.4f}")
print(f"Specular-wall factor on k_p: {specular_series(emis):.4f}")
print(f"Two-band emissivities: {e_short:.2f} below, {e_long:.2f} above {lam_cut*1e6:.1f} um")
print(f"Weight of short band: {share_short:.4f}")
print(f"Effective two-band emissivity: {e_mean:.4f}")
print(f"Residual nitrogen pressure: {p_torr:.2f} Torr")
print(f"Gas mean free path (rough): {free_path*1e3:.0f} mm")
print(f"Gas conductivity, upper estimate: {k_gas:.2e} W/(m K)")
print(f"Gas / radiation: {100*k_gas/k_pore:.2f} %")
print(f"Solid refractive index (rough): {n_index:.1f}")
print(f"Absorption length in solid (rough): {absorb_len*1e6:.0f} um")
print(f"Absorption length / pore radius: {absorb_len/radius:.3f}")
print(f"Radiative conductivity inside solid: {k_inside:.4f} W/(m K)")
print(f"Pore spacing, cubic estimate: {spacing:.2f} radii")
print(f"Neighbour quadrupole / (G a): {100*quadrupole:.2f} %")
print(f"Peak thermal wavelength: {lam_peak*1e6:.2f} um")
print(f"Wavelength / pore diameter: {lam_peak/(2*radius):.4f}")
print(f"Small pore radius: {a_small*1e6:.1f} um")
print(f"Small pore k_p, ray optics: {k_small:.2e} W/(m K)")
print(f"Small pore wavelength / diameter: {lam_peak/(2*a_small):.2f}")
print("verified")
```

It fails:

```
Traceback (most recent call last):
  File "check.py", line 207, in <module>
    assert abs(specular_factor(e) - specular_series(e)) < 1e-7
           ^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^
AssertionError
```

The author's reading of the failure: The program was at fault, not the physics. In the specular-reflection test, each ray was followed through 30 bounces without restoring the unit length of its position and direction vectors, and rounding errors in those lengths can grow by a factor of up to about 18 per bounce, faster than the reflected strength decays. Both vectors are now rescaled to unit length after every bounce. The formula, the tested cases and the tolerance of 1e-7 are unchanged.

The change:

```diff
@@ -187,12 +187,19 @@
 
 # ---------- specular instead of diffuse reflection ----------
+def unit(v):
+    return v / np.linalg.norm(v, axis=1)[:, None]
+
+
 def specular_factor(e, z=0.6):
+    """Follow mirror reflections; unit lengths are restored at each bounce,
+    because rounding errors in them would otherwise grow exponentially."""
     p, d, w = wall_rays(z)
     p = np.repeat(p[None, :], len(d), axis=0)
+    d = unit(d)
     incident, strength = 0.0, e
     for _ in range(30):
-        p = next_hit(p, d)
+        p = unit(next_hit(p, d))
         incident += strength * np.dot(w, p[:, 2])
-        d = d - 2 * np.sum(d * p, axis=1)[:, None] * p
+        d = unit(d - 2 * np.sum(d * p, axis=1)[:, None] * p)
         strength *= 1 - e
     return 1 - incident / z
```

The mended program passes:

```
Temperature: 1400 K
Pore radius: 0.50 mm
Wall emissivity: 0.80
Solid conductivity: 1.50 W/(m K)
Porosity: 0.10
Mean gradient: 100 K/cm
h = 4 e sigma T^3: 497.9 W/(m^2 K)
Pore conductivity k_p, formula: 0.2490 W/(m K)
Pore conductivity, ray-traced T^4 solve: 0.2490 W/(m K)
Relative difference at this gradient: 1.2e-05
Equivalent for l=2 harmonic: 0.1245 W/(m K)
beta: 0.3851
Cell conductivity, true pore: 1.3331 W/(m K)
Cell conductivity, solid core (mesh): 1.3331 W/(m K)
Mesh-doubling shift: 2.4e-08 W/(m K)
Cell conductivity, formula: 1.3331 W/(m K)
Cell conductivity without radiation: 1.2857 W/(m K)
Radius of thermally invisible pore: 3.01 mm
Wall temperature amplitude: 6.67 K
Dipole flux factor at amplitude 0.1 T: 1.00600
Flux at pore centre / (h a g): 1.3333
Mean flux, section z=0 / (h a g): 1.0000
Mean flux, section z=a/2 / (h a g): 1.0000
Specular-wall factor on k_p: 1.0538
Two-band emissivities: 0.70 below, 0.90 above 4.0 um
Weight of short band: 0.8402
Effective two-band emissivity: 0.7320
Residual nitrogen pressure: 0.01 Torr
Gas mean free path (rough): 24 mm
Gas conductivity, upper estimate: 4.90e-04 W/(m K)
Gas / radiation: 0.20 %
Solid refractive index (rough): 1.6
Absorption length in solid (rough): 20 um
Absorption length / pore radius: 0.040
Radiative conductivity inside solid: 0.0425 W/(m K)
Pore spacing, cubic estimate: 3.47 radii
Neighbour quadrupole / (G a): 0.79 %
Peak thermal wavelength: 2.07 um
Wavelength / pore diameter: 0.0021
Small pore radius: 1.0 um
Small pore k_p, ray optics: 4.98e-04 W/(m K)
Small pore wavelength / diameter: 1.03
verified
```
